# Quadrupole hyperfine energies of a linear rotor and the HCN triplet: test program

```python
"""First-order quadrupole energies of a linear rotor.

Result under test: E(J,I,F) = -eQq * Y(J,I,F), with Casimir's function
  Y = [3/4 C(C+1) - I(I+1)J(J+1)] / [2(2J-1)(2J+3)I(2I-1)],
  C = F(F+1) - I(I+1) - J(J+1).
J: rotation, I: nuclear spin, F: total angular momentum,
q: second derivative of the potential along the molecular axis,
eQ: nuclear quadrupole moment, B: rotational constant.
Energies are frequencies (divided by h). The independent road is
H = (1/6) sum_ij Q_ij V_ij, with V_ij from angular quadrature over
spherical harmonics and Q_ij from spin matrices.
"""
import math
import numpy as np
from scipy.special import lpmv


def casimir(J, I, F):
    C = F * (F + 1) - I * (I + 1) - J * (J + 1)
    top = 0.75 * C * (C + 1) - I * (I + 1) * J * (J + 1)
    return top / (2 * (2 * J - 1) * (2 * J + 3) * I * (2 * I - 1))


def angular_matrices(j):
    """Cartesian angular momentum matrices, m running from j down to -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


def symmetric_tensor(ops, j):
    """3/2 (A_i A_j + A_j A_i) - delta_ij A^2 for angular momentum A."""
    one = np.eye(len(ops[0]))
    return [[1.5 * (ops[a] @ ops[b] + ops[b] @ ops[a])
             - (a == b) * j * (j + 1) * one for b in range(3)]
            for a in range(3)]


def nuclear_tensor(I):
    """Quadrupole tensor in units of eQ."""
    t = symmetric_tensor(angular_matrices(I), I)
    return [[t[a][b] / (I * (2 * I - 1)) for b in range(3)]
            for a in range(3)]


# Spherical harmonics on a product grid, exact for the products needed
J_MAX = 4
x, wx = np.polynomial.legendre.leggauss(20)
phi = 2 * np.pi * np.arange(24) / 24
cos_t = np.repeat(x, 24)
azimuth = np.tile(phi, 20)
weight = np.repeat(wx, 24) * 2 * np.pi / 24
sin_t = np.sqrt(1 - cos_t**2)
axis = [sin_t * np.cos(azimuth), sin_t * np.sin(azimuth), cos_t]


def harmonic(J, M):
    k = abs(M)
    norm = math.sqrt((2 * J + 1) / (4 * math.pi)
                     * math.factorial(J - k) / math.factorial(J + k))
    y = norm * lpmv(k, J, cos_t) * np.exp(1j * k * azimuth)
    return y if M >= 0 else (-1)**k * y.conj()


states = [(J, M) for J in range(J_MAX + 1) for M in range(J, -J - 1, -1)]
Y_grid = np.array([harmonic(J, M) for J, M in states])


def rotor_matrix(f):
    return Y_grid.conj() @ ((weight * f)[:, None] * Y_grid.T)


assert np.allclose(rotor_matrix(np.ones_like(cos_t)),
                   np.eye(len(states)), atol=1e-12)
direction = [rotor_matrix(axis[a]) for a in range(3)]
gradient = [[rotor_matrix(0.5 * (3 * axis[a] * axis[b] - (a == b)))
             for b in range(3)] for a in range(3)]  # units of q


def block(J):
    return slice(J * J, (J + 1)**2)


def quadrupole_hamiltonian(I, part):
    """Quadrupole energy operator in units of eQq."""
    Q = nuclear_tensor(I)
    return sum(np.kron(gradient[a][b][part, part], Q[a][b])
               for a in range(3) for b in range(3)) / 6


def coupled_vectors(J, I):
    """Orthonormal vectors of each F in the product space J x I."""
    Jm, Im = angular_matrices(J), angular_matrices(I)
    total = [np.kron(Jm[a], np.eye(len(Im[0])))
             + np.kron(np.eye(len(Jm[0])), Im[a]) for a in range(3)]
    val, vec = np.linalg.eigh(sum(t @ t for t in total))
    result = {}
    for k in range(int(round(2 * min(J, I))) + 1):
        F = abs(J - I) + k
        result[F] = vec[:, np.abs(val - F * (F + 1)) < 1e-7]
        assert result[F].shape[1] == int(round(2 * F + 1))
    return result


# Multipole energy: charges +1, -2, +1 on a short line near a unit charge
arm = 0.01
u = np.array([1.0, 2.0, 2.0]) / 3
R = np.array([0.0, 0.0, 1.0])
direct = (1 / np.linalg.norm(R - arm * u)
          + 1 / np.linalg.norm(R + arm * u) - 2 / np.linalg.norm(R))
Q_classical = 2 * arm**2 * (3 * np.outer(u, u) - np.eye(3))
V_classical = 3 * np.outer(R, R) - np.eye(3)
expansion = np.sum(Q_classical * V_classical) / 6
# the next multipole is smaller by a factor of order arm squared
assert abs(direct / expansion - 1) < 1e-3

# Fixed molecular axis in a general direction
for I in (1, 1.5, 2.5):
    Q = nuclear_tensor(I)
    H_fixed = sum(0.5 * (3 * u[a] * u[b] - (a == b)) * Q[a][b]
                  for a in range(3) for b in range(3)) / 6
    m = I - np.arange(int(2 * I) + 1)
    levels = (3 * m**2 - I * (I + 1)) / (4 * I * (2 * I - 1))
    assert np.allclose(np.linalg.eigvalsh(H_fixed), np.sort(levels))

# Rotational average and projection of the gradient tensor within one J
for J in range(J_MAX + 1):
    stretched = gradient[2][2][J * J, J * J].real
    assert abs(stretched + J / (2 * J + 3)) < 1e-12
    T = symmetric_tensor(angular_matrices(J), J)
    for a in range(3):
        for b in range(3):
            projected = -T[a][b] / ((2 * J - 1) * (2 * J + 3))
            assert np.allclose(gradient[a][b][block(J), block(J)],
                               projected, atol=1e-11)

# Casimir's formula against the full operator within each J
largest_error = 0.0
for I in (1, 1.5, 2.5):
    for J in range(J_MAX + 1):
        H = quadrupole_hamiltonian(I, block(J))
        formula = sum(-casimir(J, I, F) * v @ v.conj().T
                      for F, v in coupled_vectors(J, I).items())
        largest_error = max(largest_error, np.max(np.abs(H - formula)))
        trace = sum((2 * F + 1) * casimir(J, I, F)
                    for F in coupled_vectors(J, I))
        assert abs(trace) < 1e-12
assert largest_error < 1e-10

# HCN, J = 1 from 0
eQq = -4.71      # MHz, given
B = 44000.0      # MHz, rough, only for the second-order estimate
c_rot = 10.0     # kHz, rough, only for the size of an omitted term
I = 1
vectors = coupled_vectors(1, I)
H1 = eQq * quadrupole_hamiltonian(I, block(1))
J1, I1 = angular_matrices(1), angular_matrices(I)
IJ = sum(np.kron(J1[a], I1[a]) for a in range(3))
offset, fraction, rotation_shift = {}, {}, {}
for F, v in vectors.items():
    offset[F] = -eQq * casimir(1, I, F)
    numerical = np.trace(v.conj().T @ H1 @ v).real / (2 * F + 1)
    assert abs(offset[F] - numerical) < 1e-10
    strength = sum(np.linalg.norm(v.conj().T @ np.kron(
        direction[a][block(1), block(0)], np.eye(3)))**2
        for a in range(3))
    fraction[F] = strength / 3
    assert abs(fraction[F] - (2 * F + 1) / 9) < 1e-12
    C = F * (F + 1) - 4
    mean_IJ = np.trace(v.conj().T @ IJ @ v).real / (2 * F + 1)
    assert abs(mean_IJ - C / 2) < 1e-12
    rotation_shift[F] = c_rot * mean_IJ
mean_offset = sum(fraction[F] * offset[F] for F in offset)
assert abs(mean_offset) < 1e-10
assert offset[1] < offset[2] < offset[0]

# Diagonalization with all J from 0 to J_MAX
rotation = np.diag([B * J * (J + 1) for J, M in states])
H_full = (np.kron(rotation, np.eye(3))
          + eQq * quadrupole_hamiltonian(I, slice(None)))
energy = np.linalg.eigvalsh(H_full)
ground_shift = energy[:3].mean()
ground_formula = -eQq**2 / (48 * B)
# tolerance covers third order (eQq/B) and rounding of large eigenvalues
assert abs(ground_shift / ground_formula - 1) < 2e-3
full_offset = {1: energy[3:6].mean(), 2: energy[6:11].mean(),
               0: energy[11]}
deviation = {F: full_offset[F] - ground_shift - 2 * B - offset[F]
             for F in offset}
assert max(abs(d) for d in deviation.values()) < 5e-5

print(f"Given eQq/h: {eQq:.2f} MHz")
print(f"Nuclear spin I of 14N: {I}")
print(f"Largest operator error, all J and I tested: "
      f"{largest_error:.1e} (units of eQq)")
print(f"Casimir function for J=0, F=1: {abs(casimir(0, 1, 1)):.4f}")
for F in (0, 1, 2):
    C = F * (F + 1) - 4
    print(f"J=1, F={F}: C = {C}, Y = {casimir(1, 1, F):.4f}")
for F in (1, 2, 0):
    print(f"Line F'={F} from F=1: offset {offset[F]:+.4f} MHz "
          f"= {1000 * offset[F]:+.1f} kHz")
    print(f"  fraction of total strength: {fraction[F]:.4f}")
print(f"Spacing F'=1 to F'=2: {offset[2] - offset[1]:.4f} MHz")
print(f"Spacing F'=2 to F'=0: {offset[0] - offset[2]:.4f} MHz")
print(f"Total width of triplet: {offset[0] - offset[1]:.4f} MHz")
print(f"Ratio of upper to lower spacing: "
      f"{(offset[0] - offset[2]) / (offset[2] - offset[1]):.4f}")
print(f"Strength-weighted mean offset: {abs(mean_offset):.4f} MHz")
print(f"Rough B for second-order estimate: {B / 1000:.0f} GHz")
print(f"J=0 second-order shift, diagonalized: "
      f"{1e6 * ground_shift:.1f} Hz")
print(f"J=0 second-order shift, formula: {1e6 * ground_formula:.1f} Hz")
for F in (1, 2, 0):
    print(f"Line F'={F}: full minus first order "
          f"{1e6 * deviation[F]:+.1f} Hz")
print(f"Rough spin-rotation constant: {c_rot:.0f} kHz")
for F in (1, 2, 0):
    print(f"Line F'={F}: omitted spin-rotation shift "
          f"{rotation_shift[F]:+.0f} kHz")
print("checks complete")
```

Output:

```
Given eQq/h: -4.71 MHz
Nuclear spin I of 14N: 1
Largest operator error, all J and I tested: 5.6e-15 (units of eQq)
Casimir function for J=0, F=1: 0.0000
J=1, F=0: C = -4, Y = 0.5000
J=1, F=1: C = -2, Y = -0.2500
J=1, F=2: C = 2, Y = 0.0500
Line F'=1 from F=1: offset -1.1775 MHz = -1177.5 kHz
  fraction of total strength: 0.3333
Line F'=2 from F=1: offset +0.2355 MHz = +235.5 kHz
  fraction of total strength: 0.5556
Line F'=0 from F=1: offset +2.3550 MHz = +2355.0 kHz
  fraction of total strength: 0.1111
Spacing F'=1 to F'=2: 1.4130 MHz
Spacing F'=2 to F'=0: 2.1195 MHz
Total width of triplet: 3.5325 MHz
Ratio of upper to lower spacing: 1.5000
Strength-weighted mean offset: 0.0000 MHz
Rough B for second-order estimate: 44 GHz
J=0 second-order shift, diagonalized: -10.5 Hz
J=0 second-order shift, formula: -10.5 Hz
Line F'=1: full minus first order +10.5 Hz
Line F'=2: full minus first order +3.7 Hz
Line F'=0: full minus first order +10.5 Hz
Rough spin-rotation constant: 10 kHz
Line F'=1: omitted spin-rotation shift -10 kHz
Line F'=2: omitted spin-rotation shift +10 kHz
Line F'=0: omitted spin-rotation shift -20 kHz
checks complete
```
